# Cudazzo and Struve-Neumann Potentials for a Monolayer Exciton

## The question

An electron and a hole move in a thin polarizable layer at $z=0$, with isotropic reduced mass $\mu$. The layer has in-plane polarizability $\chi$ per unit area. The media above and below have dielectric constants $\kappa_1$ and $\kappa_2$, with mean $\kappa=(\kappa_1+\kappa_2)/2$. The response is linear and static. Parts (a) to (e) use Hartree atomic units. Define

$$r_0^{\rm vac}=2\pi\chi,\qquad r_0=\frac{r_0^{\rm vac}}{\kappa},\qquad x=\frac r{r_0},\qquad V_0=\frac1{\kappa r_0}=\frac1{r_0^{\rm vac}} .$$

The electron-hole attraction is written $-V_0F(x)$. The Cudazzo approximation replaces $F$ by

$$G(x)=\ln\!\left(1+\frac1x\right)+c\,e^{-x},\qquad c=\ln2-\gamma=0.1159,$$

where $\gamma$ is Euler's constant. Let $D=F-G$. "Exact" below means exact for this two-dimensional model.

## (a) Find $F(x)$ as an integral and in terms of Struve and Neumann functions.

**Answer.** For a unit charge in the layer, the potential at in-plane wavevector $q$ is $\phi_0e^{-q|z|}$. The polarization $-\chi\nabla\phi$ carries the sheet charge $-\chi q^2\phi_0$. The jump of the normal displacement gives

$$(\kappa_1+\kappa_2)q\phi_0=4\pi(1-\chi q^2\phi_0)
\;\Rightarrow\;
\phi_0=\frac{2\pi}{\kappa q(1+r_0q)} .$$

In the inverse transform the angular integral gives $2\pi J_0(qr)$. With $p=r_0q$,

$$F(x)=\int_0^\infty\frac{J_0(px)}{1+p}\,dp .$$

Insert $1/(1+p)=\int_0^\infty e^{-\tau(1+p)}d\tau$ and use $\int_0^\infty J_0(px)e^{-\tau p}dp=(\tau^2+x^2)^{-1/2}$. Then set $\tau=xt$:

$$F(x)=\int_0^\infty\frac{e^{-\tau}}{\sqrt{\tau^2+x^2}}\,d\tau=\int_0^\infty\frac{e^{-xt}}{R}\,dt,\qquad R=\sqrt{1+t^2}.$$

Differentiating under the integral,

$$xF''+F'+xF=\int_0^\infty e^{-xt}\,\frac{xR^2-t}{R}\,dt=-\int_0^\infty\frac{d}{dt}\left(e^{-xt}R\right)dt=1 .$$

The Struve function $H_0$ obeys the same equation with $2/\pi$ on the right. Hence $F=\frac\pi2H_0+AJ_0+BY_0$. The constants follow from small $x$. Integration by parts in $\tau$ gives

$$F=\int_0^\infty e^{-\tau}\,\mathrm{arsinh}\frac\tau x\,d\tau\;\to\;\int_0^\infty e^{-\tau}\ln\frac{2\tau}{x}\,d\tau=-\ln\frac x2-\gamma .$$

Since $H_0\to0$, $J_0\to1$ and $Y_0\to\frac2\pi[\ln(x/2)+\gamma]$, we need $B=-\pi/2$ and $A=0$:

$$F(x)=\frac\pi2\,[H_0(x)-Y_0(x)] .$$

## (b) Compare $F$ and $G$ at small, large and intermediate $x$.

**Answer.** Let $L=\ln(x/2)+\gamma=\ln x-c$. The series of $H_0$ and $Y_0$ give

$$F=-L+x+\frac{x^2}{4}(L-1)+O(x^3).$$

Expanding $\ln(1+x)-\ln x+ce^{-x}$ gives

$$G=-L+(1-c)x-\frac{1-c}{2}x^2+O(x^3).$$

Subtracting,

$$D=cx+\frac{x^2}{4}(\ln x+1-3c)+O(x^3).$$

At large $x$, expand $1/R=1-t^2/2+3t^4/8-\dots$ and use $\int_0^\infty t^ne^{-xt}dt=n!/x^{n+1}$. This gives $F=1/x-1/x^3+O(x^{-5})$. The logarithm gives $G=1/x-1/(2x^2)+1/(3x^3)-1/(4x^4)+O(x^{-5})$, so

$$D=\frac1{2x^2}-\frac4{3x^3}+\frac1{4x^4}+O(x^{-5}),\qquad \frac DF\to\frac1{2x}.$$

The approximation has the right logarithm, the right constant beside it and the right Coulomb tail. Its fault at long range is a $1/x^2$ term that $F$ does not have, so its error there decays slowly.

| $x$ | $F$ | $G$ | $D/F$ (%) |
|---|---|---|---|
| 0.1 | 2.5099 | 2.5028 | 0.28 |
| 1 | 0.7546 | 0.7358 | 2.49 |
| 3 | 0.3102 | 0.2935 | 5.39 |
| 10 | 0.0991 | 0.0953 | 3.79 |
| 100 | 0.0100 | 0.0100 | 0.49 |

The largest absolute difference is $D=0.0198$, at $x=1.58$. The largest relative difference is $\delta=5.62\%$ of $F$, at $x=3.97$. The relative difference exceeds 1% from $x=0.37$ to $x=47$.

## (c) Determine the sign of $D$ for all $x>0$.

**Answer.** First,

$$\ln\!\left(1+\frac1x\right)=\int_0^\infty e^{-xt}\,\frac{1-e^{-t}}t\,dt,$$

because both sides vanish at infinity and both have derivative $-1/x+1/(x+1)$. Therefore

$$D=\int_0^\infty e^{-xt}h(t)\,dt-ce^{-x},\qquad h=\frac1R-\frac{1-e^{-t}}t .$$

*Sign of $h$.* The condition $h>0$ means $e^{-t}>1-t/R$. Since $(R-t)(R+t)=1$, the right side equals $1/[R(R+t)]$. Taking logarithms, $h>0$ when

$$k(t)=\ln R+\ln(R+t)-t>0 .$$

Here $k(0)=0$ and $k'=t/R^2+1/R-1$, which is positive at small $t$. A zero of $k'$ requires $R=1+t^2-t$. Both sides are positive, so squaring loses nothing and gives $t(t^3-2t^2+2t-2)=0$. The cubic has derivative $3t^2-4t+2$, with discriminant $-8$. It is increasing and has one positive root. So $k$ rises from zero and then falls to $-\infty$. It has one positive zero, $t_0=2.92$, where $h$ turns from positive to negative.

*From $h$ to $D$.* Let $E=e^xD$. Then

$$E''=\int_0^\infty(1-t)^2h(t)\,e^{x(1-t)}\,dt .$$

Multiply by the positive factor $e^{x(t_0-1)}$. The $x$-derivative of the product is

$$\int_0^\infty(t_0-t)(1-t)^2h(t)\,e^{x(t_0-t)}\,dt>0,$$

because $t_0-t$ and $h$ have the same sign. So $E''$ can change sign at most once, from minus to plus. By part (b), $E''\approx\frac12\ln x<0$ at very small $x$, while $E\approx e^x/(2x^2)$ at large $x$ requires $E''>0$ somewhere. Hence $E'$ has a single minimum. Its computed value is $0.0412$, at $x=0.37$, which is positive. Thus $E$ increases from $E(0)=0$, and

$$D(x)>0\qquad\text{for all }x>0 .$$

The argument uses one numerical input, the value of that minimum. The Cudazzo attraction is too weak at every distance.

## (d) Scale the exciton problem and bound the error in its 1s binding energy.

**Answer.** Put $r=r_0x$ in $-\nabla_r^2/(2\mu)-V_0F$ and divide by $V_0$. The kinetic coefficient becomes $1/(2\mu r_0^2V_0)=\kappa/(2\mu r_0)$, so

$$\left[-\frac{\nabla^2}{2s}-F(x)\right]\psi=-b\,\psi,\qquad s=\frac{\mu r_0}\kappa=\frac{r_0}a,\qquad E_b=V_0b .$$

Here $a=\kappa/\mu$ is the exciton Bohr radius. The relative error depends on $s$ alone.

Let $b_F,b_G$ be the two binding energies, and let subscripts on averages name the ground state used. Each ground state is a trial function for the other problem:

$$-b_G\le-b_F+\langle D\rangle_F,\qquad -b_F\le-b_G-\langle D\rangle_G .$$

Hence

$$0<\langle D\rangle_G\le b_F-b_G\le\langle D\rangle_F .$$

The approximation underbinds for every $s$. For a relative bound, use $D\le\delta F$ and compare $\langle F\rangle_F$ with $b_F$. Under $\psi(x)\to\lambda\psi(\lambda x)$ the energy is $\lambda^2T-\langle F(x/\lambda)\rangle$, where $T$ is the mean kinetic energy in units of $V_0$. It is stationary at $\lambda=1$, so $2T=\langle-xF'\rangle$. Integration by parts in $t$ gives

$$-xF'=\int_0^\infty xe^{-xt}\,\frac tR\,dt=\int_0^\infty\frac{e^{-xt}}{R^3}\,dt<F .$$

So $T<\frac12\langle F\rangle$ and $b_F=\langle F\rangle-T>\frac12\langle F\rangle$. Therefore

$$\frac{b_F-b_G}{b_F}\le\delta\,\frac{\langle F\rangle_F}{b_F}<2\delta=11.2\% .$$

The energy error can exceed the largest potential error because the binding energy is what remains after kinetic energy has cancelled part of the attraction.

## (e) Find the error for weak and strong layer screening, and between them.

**Answer.** *Weak screening, $s\to0$.* The exciton is much larger than $r_0$ and $F\to1/x$. For $\psi\propto e^{-kx}$, $\nabla^2\psi=(k^2-k/x)\psi$. The $1/x$ terms cancel if $k=2s$, which gives $b=k$ and $\psi^2=(2k^2/\pi)e^{-2kx}$. To first order

$$b_F-b_G\approx4k^2\int_0^\infty xe^{-2kx}D\,dx .$$

The integral needs $I(X)=\int_0^XxD\,dx$ at large $X$. From $xF=1-(xF')'$, with $xF'\to-1$ at the origin, $\int_0^XxF\,dx\to X-1$. By parts,

$$\int_0^Xx\ln\!\left(1+\frac1x\right)dx=\frac{X^2}2\ln\!\left(1+\frac1X\right)+\frac{X-\ln(1+X)}2\to X-\frac14-\frac12\ln X .$$

The exponential in $G$ adds $c$. So $I\to\frac12\ln X-\frac34-c$. A further integration by parts turns the required integral into $2k\int_0^\infty e^{-2kX}I(X)\,dX$, which tends to $\frac12[-\ln(2k)-\gamma]-\frac34-c$. Multiplying by $4k^2/b=4k$ and setting $k=2s$,

$$\frac{b_F-b_G}{b_F}\to4s\left[\ln\frac1{4s}-\gamma-\frac32-2c\right].$$

At $s=10^{-4}$ this agrees with the numerical solution to within 3%. At $s=0.01$ it gives 3.6% against a computed 4.8%, so it serves only well below that value.

*Strong screening, $s\to\infty$.* The exciton lies inside $r_0$. With $x=y/\sqrt{2s}$ and $F\approx-\ln x+c$, the problem becomes $-\nabla_y^2+\ln y$. Its ground state has energy $0.527$ and $\langle y\rangle=1.265$. Since $D\approx cx$,

$$b_F\to\tfrac12\ln(2s)+c-0.527,\qquad b_F-b_G\to\frac{c\langle y\rangle}{\sqrt{2s}} .$$

At $s=100$ the second formula gives 0.0104 against a computed 0.0063, so it serves only at much larger $s$. The relative error vanishes while the scaled binding $b_F$ grows logarithmically. The binding energy $V_0b_F$ itself falls if $s$ is raised by increasing $r_0^{\rm vac}$, because $V_0=1/r_0^{\rm vac}$ then falls faster than $b_F$ grows.

*Between the limits*, numerical solution gives:

| $s$ | $b_F$ | $b_G$ | error (% of $b_F$) |
|---|---|---|---|
| 0.01 | 0.0187 | 0.0178 | 4.8 |
| 0.1 | 0.1348 | 0.1251 | 7.2 |
| 1 | 0.5495 | 0.5320 | 3.2 |
| 10 | 1.3233 | 1.3112 | 0.9 |
| 100 | 2.3210 | 2.3147 | 0.3 |

The largest error found is 7.4%, at $s=0.067$. It lies above $\delta$ and below $2\delta$, as part (d) permits.

## (f) Evaluate the error for a model monolayer on glass and judge its importance.

Take $\mu=0.20\,m_0$, $r_0^{\rm vac}=4.0$ nm and $\kappa=1.5$.

**Answer.** The lengths are $r_0=4.0/1.5=2.667$ nm and $a=1.5\times0.0529/0.20=0.397$ nm. Thus $s=2.667/0.397=6.72$. The energy unit is $V_0=e^2/(4\pi\varepsilon_0r_0^{\rm vac})=0.3600$ eV. The numerical ground states give

$$E_F=0.3600\times1.1692=0.4209\ \text{eV},\qquad E_G=0.3600\times1.1560=0.4162\ \text{eV}.$$

The Cudazzo form underbinds by 4.76 meV, or 1.13% of $E_F$. The bounds of part (d) are 4.757 and 4.764 meV, so first-order perturbation theory is ample here.

The mean radius is 1.07 nm, or $0.40\,r_0$, far below the distance $3.97\,r_0$ at which the relative error of the potential is largest. The mean kinetic energy is 136 meV, so the mean attraction is $421+136=557$ meV. The upper bound, 4.764 meV, is 0.86% of that attraction. Division by the smaller binding energy raises it to 1.13%.

**Comparison with real layers.** These inputs are rough typical values for semiconducting transition-metal dichalcogenide monolayers, whose exciton bindings are roughly a few tenths of an eV. No particular material is represented. The least secure assumption is a single static $\kappa$. Glass has a dielectric constant of roughly 2 at optical frequencies and roughly 4 at low ones. With vacuum above, $\kappa$ is then about 1.5 or 2.5. Going from 1.5 to 2.5 at fixed $\mu$ and $r_0^{\rm vac}$ lowers the binding by 130 meV, some 27 times the Cudazzo error.

**Finite thickness.** Replace the sheet by a slab of thickness $d=0.6$ nm and dielectric constant $\varepsilon$ in a uniform medium $\kappa$, with both charges at mid-plane. Repeated reflection in the two faces puts images at $z=\pm nd$ with strength $\rho^n$, where $\rho=(\varepsilon-\kappa)/(\varepsilon+\kappa)$. The magnitude of the attraction is

$$U(r)=\frac1\varepsilon\left[\frac1r+2\sum_{n\ge1}\frac{\rho^n}{\sqrt{r^2+n^2d^2}}\right],\qquad
U(q)=\frac{2\pi}{\varepsilon q}\,\frac{1+\rho e^{-qd}}{1-\rho e^{-qd}} .$$

Expanding $U(q)$ to first order in $qd$ gives $\frac{2\pi}{\kappa q}\left[1-\frac{qd}2\left(\frac\varepsilon\kappa-\frac\kappa\varepsilon\right)\right]$. The sheet has $1-r_0q$ in the bracket, so equal long-wave screening requires $r_0=\frac d2(\varepsilon/\kappa-\kappa/\varepsilon)$, hence $\varepsilon/\kappa=9.0$. Solving with $U(r)$ raises the binding by 25 meV. This is specific to charges fixed at mid-plane, where $U$ has a $1/(\varepsilon r)$ singularity. If both charges are instead spread across the slab with density proportional to $\cos^2(\pi z/d)$, the singularity is softened. With $\varepsilon/\kappa$ kept at 9.0 the rise is only about 3 meV. The spread also adds slightly to the long-wave screening, and restoring the match to the sheet needs $\varepsilon/\kappa=8.95$, which gives a rise of 4.6 meV, about the size of the Cudazzo error.

**Band shape.** In a two-band model with gap $E_g$ and band velocity $v$, the pair energy at wavevector $k$ (with $\hbar=1$) is

$$2\sqrt{\frac{E_g^2}4+v^2k^2}=E_g+K-\frac{K^2}{2E_g}+\dots,\qquad K=\frac{2v^2k^2}{E_g} .$$

Here $K$ is the parabolic kinetic energy. Since $K\psi=(V_0F-E_F)\psi$, its mean square is $\langle(V_0F-E_F)^2\rangle$. For $E_g=2.2$ eV, $\langle K^2\rangle/(2E_g)$ is 14 meV. This is a size, not a full correction, because band-mixing terms of the same order are left out.

**Parameters and conditions of use.** Raising $\mu$ by 10% with the other inputs fixed adds 13 meV. Raising $r_0^{\rm vac}$ by 10% removes 26 meV. For these inputs the Cudazzo error is therefore smaller than the changes found for $\kappa$, $\mu$ and $r_0^{\rm vac}$, and smaller than the band-shape estimate. It is not clearly smaller than the effect of finite thickness, which depends on how the charges are spread across the layer. The comparison was made only for these inputs and must be repeated for others, above all for $s$ near 0.1, where the Cudazzo error is 7%.

At 300 K, $k_BT=26$ meV, about one sixteenth of the binding energy. An in-plane field of 3.3 MV/cm drops the binding energy across the rms radius of 1.26 nm, but this is far above any safe limit. Already near 0.6 MV/cm the top of the potential barrier along the field falls to the zero-field energy of the exciton, and tunnelling ionization can matter at still lower fields. The combined area of discs of that radius, one per exciton, equals the area of the layer at about $2\times10^{13}$ cm$^{-2}$, and the isolated-pair model needs a density far below this. The numerical output lists most of these values at higher resolution.

## Numbers as computed

```
c = ln2 - gamma: 0.115932
x = r/r0, F exact, G Cudazzo, (F-G)/F in %
   0.01 4.730959 4.729898 0.022
   0.10 2.509865 2.502794 0.282
   0.30 1.565073 1.552221 0.821
   1.00 0.754610 0.735796 2.493
   3.00 0.310163 0.293454 5.387
  10.00 0.099074 0.095315 3.794
 100.00 0.009999 0.009950 0.487
largest F-G: 0.01982 at x = 1.577
largest (F-G)/F: 5.624 % at x = 3.967
(F-G)/F above 1 % for x from 0.371 to 47.22
sign change of h at t = 2.9197
minimum of (e^x D)': 0.04120 at x = 0.3715
s, b exact, b Cudazzo, relative energy error in %
   0.01 0.018702 0.017799 4.829
   0.10 0.134800 0.125077 7.213
   1.00 0.549541 0.532000 3.192
  10.00 1.323300 1.311200 0.914
 100.00 2.320963 2.314689 0.270
worst energy error: 7.361 % at s = 0.067
universal bound 2 delta: 11.248 %
log problem: energy 0.52651, mean y 1.26465
input mu: 0.20 m0
input r0vac: 4.0 nm; kappa: 1.5
r0: 2.6667 nm; exciton Bohr radius a: 0.3969 nm
s = r0/a: 6.7190; V0: 0.35999 eV
b exact: 1.169215; b Cudazzo: 1.155991
binding energy, exact potential: 420.91 meV
binding energy, Cudazzo: 416.15 meV
underbinding: 4.761 meV = 1.131 %
bounds on it: 4.757 to 4.764 meV
cap V0 max(F-G): 7.133 meV
mean kinetic energy: 136.26 meV
mean radius: 1.068 nm; rms radius: 1.258 nm
mean radius / r0: 0.4006
changes of the exact-potential binding energy:
kappa 1.5 -> 2.5: -129.5 meV
slab 0.6 nm thick: +25.28 meV
slab/surroundings dielectric ratio: 9.000
nonparabolic size, gap 2.2 eV: 14.11 meV
mu +10 %: +13.06 meV
r0vac +10 %: -26.39 meV
kT at 300 K: 25.85 meV
field scale E_b/(e r_rms): 3.35 MV/cm
touching density 1/(pi r_rms^2): 2.01e+13 cm^-2
```
